# Why a V-shaped interface-state density pins a metal gate progressively

## Definitions and conventions

A metal gate touches a high-k dielectric whose interface states exchange electrons with the metal. The interface charge and the charge on the metal are separated by a dipole layer of thickness $d$ and relative permittivity $\epsilon_i$. Energies are electron energies in eV, increasing upward, and densities are per unit area.

The neutrality level is the filling level at which the interface states carry no net charge. It lies $\Phi_N$ below the vacuum reference of the dielectric. The metal has vacuum work function $\Phi_M$. The effective work function $\Phi_{\rm eff}$ is the depth of the metal Fermi level below the same dielectric reference, so it equals the dielectric's electron affinity plus the electron barrier. Two displacements from neutrality are needed:

$$
u=\Phi_N-\Phi_M,\qquad x=\Phi_N-\Phi_{\rm eff}.
$$

Here $u$ is where the Fermi level would lie without interface charge, and $x$ is where it does lie. Positive values mean above neutrality. With $\Phi_N$ fixed, $d\Phi_{\rm eff}=-dx$ and $d\Phi_M=-du$, so the differential pinning factor is

$$
S=\frac{d\Phi_{\rm eff}}{d\Phi_M}=\frac{dx}{du}.
$$

A contact with $S=1$ follows the metal completely and is unpinned. As $S\to0$, changing the metal no longer moves the barrier.

The state density, with $E$ measured from neutrality, is $D(E)=a|E|$. The basic model assumes zero temperature, no fixed charge, no field in the high-k film (flat band), and a dipole layer that is the same for every metal. The V shape must hold over the whole interval between neutrality and the Fermi level.

## What happens: charge and slope are different things

If the Fermi level is at $x>0$, the states between $0$ and $x$ hold extra electrons. If $x<0$, the states between $x$ and $0$ have lost electrons. Both cases are contained in

$$
n(x)=\int_0^x a|E|\,dE=\frac{a\,x|x|}{2},
$$

where $n$ is the net number of extra electrons per area.

For $n>0$ the interface carries charge $-qn$ and the metal carries $+qn$. The field in the dipole layer points from the metal to the interface and has magnitude $qn/(\epsilon_i\epsilon_0)$. An electron's potential energy rises along the field, so the dielectric's levels are lifted relative to the metal by

$$
\beta n,\qquad \beta=\frac{q^2d}{\epsilon_i\epsilon_0}.
$$

Lifting the dielectric's levels lowers the metal Fermi level relative to neutrality. Hence $x=u-\beta n(x)$, or

$$
x+\beta n(x)=u. \tag{1}
$$

The same condition follows from energy. Moving electrons from the metal, whose Fermi level starts at $u$, into interface states changes the energy per area by

$$
G(x)=\int_0^x(E-u)D(E)\,dE+\frac{\beta n(x)^2}{2}.
$$

The first term is the change in level energy and the second is the energy of the charged dipole layer. Since $dn/dx=D(x)$,

$$
\frac{dG}{dx}=D(x)\,[x-u+\beta n(x)].
$$

Away from the point where $D=0$, the minimum requires the bracket to vanish, which is equation (1). As a test, this energy was minimised by filling or emptying a fine ladder of levels one by one, with the parameters of the example below. At $u=-0.6$, $-0.2$, $0.1$ and $0.4$ eV, the resulting Fermi level agreed with the closed formula (3) within $3\times10^{-5}$ eV.

Now let the metal change slightly. Differentiating (1) with respect to $u$ gives

$$
\frac{dx}{du}+\beta D(x)\frac{dx}{du}=1,
$$

and therefore

$$
S=\frac{1}{1+\beta D(x)}. \tag{2}
$$

This holds for any continuous density within the same electrostatic model. The total charge determines how far the Fermi level has been pulled back from $u$. The density at the Fermi level determines how strongly the next change of metal is resisted.

## Why the V shape gives progressive pinning

Define $k=\beta a$, in eV$^{-1}$. For $u>0$, $x$ is also positive and (1) becomes

$$
x+\frac{k x^2}{2}=u
\quad\Longrightarrow\quad
kx^2+2x-2u=0.
$$

The positive root is $x=[-1+\sqrt{1+2ku}]/k$. Reversing the signs of both $u$ and $x$ leaves (1) unchanged, so for either sign

$$
x=\operatorname{sgn}(u)\,\frac{\sqrt{1+2k|u|}-1}{k}. \tag{3}
$$

It follows that $1+k|x|=\sqrt{1+2k|u|}$. Inserting $D=a|x|$ in (2) gives the result sought:

$$
S=\frac{1}{1+k|x|}=\frac{1}{\sqrt{1+2k|u|}}. \tag{4}
$$

At neutrality there are no states to absorb an infinitesimal change, and $S=1$. Further out, each equal step of the Fermi level must charge more states than the last. The dipole then cancels a larger share of each change of metal.

The width of the apparently unpinned region follows from solving (4) for the displacement:

$$
|u|=\frac{S^{-2}-1}{2k}.
$$

The factor has fallen to one half at $|u|=3/(2k)$, where $|x|=1/k$. In the opposite limit, $k|u|\gg1$, equations (3) and (4) become

$$
|x|\simeq\sqrt{\frac{2|u|}{k}},\qquad
S\simeq\frac{1}{\sqrt{2k|u|}}.
$$

These forms are approached slowly, the relative error in $|x|$ being of order $1/\sqrt{2k|u|}$. In the example below, at $|u|=0.6$ eV, they give $|x|=0.58$ eV and $S=0.48$, against the exact $0.36$ eV and $0.43$. The Fermi level keeps moving, ever more slowly. Pinning strengthens but is not complete at any finite $u$.

Two other densities isolate the cause. With the dipole layer and the slope $a$ of the example below, a uniform density of $9\times10^{13}$ cm$^{-2}$ eV$^{-1}$ gives $S=0.479$ at $u=0$, $0.3$ and $0.6$ eV. A density peaked at neutrality, $a(0.6\ {\rm eV}-|E|)$, gives $0.315$, $0.356$ and $0.418$ at the same points, which is the reverse trend. The V gives $1.000$, $0.562$ and $0.433$. With a linear dipole layer, as assumed here, interface charge by itself does not produce progressive pinning; the density has to grow away from neutrality. In a real contact, a dipole-layer permittivity that falls with field could give a similar trend even for a uniform density.

## How large: metal gates with round parameters

Take $d=0.2$ nm, $\epsilon_i=3$, $a=3\times10^{14}$ cm$^{-2}$ eV$^{-2}$ and $\Phi_N=4.5$ eV. These are model parameters in the rough regime of metal gates on hafnium oxide. They give

$$
\beta=1.206\times10^{-14}\ {\rm eV\,cm^2},\qquad
k=\beta a=3.62\ {\rm eV^{-1}}.
$$

For a metal with $\Phi_M=5.1$ eV, $u=-0.6$ eV and

$$
\sqrt{1+2(3.62)(0.6)}=2.31.
$$

Hence $x=-(2.31-1)/3.62=-0.362$ eV, $\Phi_{\rm eff}=4.86$ eV and $S=1/2.31=0.43$. The interface has lost $1.97\times10^{13}$ electrons per cm$^2$. The resulting dipole shift is $0.238$ eV, which accounts for the difference between $5.1$ and $4.86$ eV.

| $\Phi_M$ (eV) | $\Phi_{\rm eff}$ (eV) | local $S$ |
|---|---|---|
| 4.5 | 4.50 | 1.00 |
| 4.6 | 4.59 | 0.76 |
| 4.9 | 4.77 | 0.51 |
| 5.1 | 4.86 | 0.43 |

The unpinned region is narrow. At zero temperature, keeping $S$ above $0.9$ requires $|u|<(0.9^{-2}-1)/(2\times3.62)=0.03$ eV. At room temperature this window disappears, because thermal smearing keeps $S$ below $0.9$ even at neutrality, as shown below. The factor reaches one half at $|u|=0.41$ eV.

## How the data can mislead

An average factor measured from neutrality differs from the local one. Dividing (1) by $x$ and using $k|x|=1/S-1$ gives

$$
\frac{u}{x}=1+\frac{k|x|}{2}
=\frac12\left(1+\frac1S\right).
$$

At $\Phi_M=5.1$ eV the average $x/u$ is $0.60$, while the local $S$ is $0.43$. The average includes the weakly pinned region already crossed, so it understates the resistance to the next change of metal.

Pairs of metals show the same thing. The slope between metals at $4.4$ and $4.6$ eV is $0.86$; between $4.9$ and $5.1$ eV it is $0.47$. A straight line fitted to 13 evenly spaced metals from $3.9$ to $5.1$ eV has slope $0.65$ and misses the model values by at most $27$ meV. Experimental scatter of that size could hide the curvature, although the local factor varies by more than a factor of two.

The neutrality level can also be misread. If $S$ were constant, the line of $\Phi_{\rm eff}$ against $\Phi_M$ would cross $\Phi_{\rm eff}=\Phi_M$ at $\Phi_N$. For the V, extend the tangent at $(u,x)$ until it meets the unpinned line $x'=u'$:

$$
x+S(u'-u)=u'
\quad\Longrightarrow\quad
u'=\frac{x-Su}{1-S}.
$$

Use $u=x+kx|x|/2$ and $S=1/(1+k|x|)$. The numerator and denominator are

$$
x-Su=S\left[x(1+k|x|)-x-\frac{kx|x|}{2}\right]
=\frac{S\,kx|x|}{2},
\qquad
1-S=S\,k|x|.
$$

Their ratio is $u'=x/2$. The tangent thus places neutrality halfway between its true position and the actual Fermi level. At $\Phi_M=5.1$ eV it indicates $4.68$ eV instead of $4.5$ eV. A residual density at neutrality reduces the error: with the floor considered below, the tangent indicates $4.64$ eV. Data from one side of neutrality are exposed to this error. A line fitted to metals placed symmetrically about $\Phi_N$ passes through the true point, because (3) is odd in $u$.

## Where the ideal result fails

**Temperature.** At temperature $T$, states are partly filled over a few $k_BT$. The density in (2) becomes its thermal average,

$$
D_T(x)=\int a|E|\,g(E-x)\,dE,\qquad
g(y)=\frac{1}{4k_BT}\operatorname{sech}^2\!\frac{y}{2k_BT},
$$

where $g$ is minus the energy derivative of the Fermi function. The second derivative of $|E|$ is $2\delta(E)$, so $D_T''(x)=2a\,g(x)$. One integration gives $D_T'=a\tanh(x/2k_BT)$, with no constant because $D_T$ is even. A second gives $2ak_BT\ln\cosh(x/2k_BT)+C$. Matching to $a|x|$ at large $|x|$ fixes $C=2ak_BT\ln2$, hence

$$
D_T(x)=2ak_BT\ln\!\left[2\cosh\frac{x}{2k_BT}\right],\qquad
S(0)=\frac{1}{1+2\ln2\;k\,k_BT}.
$$

At 300 K the factor at neutrality is $0.89$, and at 400 K it is $0.85$. For $\Phi_M=5.1$ eV it remains $0.43$ at both temperatures, to two digits.

**Residual density.** If the V rests on a floor $D_0$, equation (2) gives $S(0)=1/(1+\beta D_0)$ at zero temperature. A floor of $2\times10^{13}$ cm$^{-2}$ eV$^{-1}$ lowers it to $0.81$; the same floor at 300 K gives $0.73$. The contact is still least pinned at neutrality, but no longer unpinned.

**Field in the film.** Let a field $F$ in the high-k film, of permittivity $\epsilon_{hk}$, point away from the metal. Gauss's law at the charged interface makes the displacement in the dipole layer $\epsilon_{hk}\epsilon_0F+qn$. The extra term lifts the dielectric's levels further:

$$
x+\beta n(x)=u-\frac{q\,d\,\epsilon_{hk}F}{\epsilon_i}.
$$

At fixed $F$, the slope with respect to the metal is still (2), evaluated at the new $x$. At fixed gate voltage, $F$ itself changes with the metal, and (2) alone no longer gives the slope. For $\epsilon_{hk}=20$ and $F=1$ MV/cm, the right-hand side shifts by $-0.133$ eV. A metal with $\Phi_M=4.5$ eV then sits at $x=-0.11$ eV and has $S=0.71$ at fixed $F$. A contact that looks unpinned at flat band need not be so under bias.

**Screening inside the metal.** If the metal's charge lies a distance $\lambda$ behind its surface, the added potential drop replaces $d/\epsilon_i$ by $d/\epsilon_i+\lambda$, taking vacuum permittivity for that extra distance. With $\lambda=0.05$ nm, $k$ rises to $6.3$ eV$^{-1}$ and $S$ at $\Phi_M=5.1$ eV falls from $0.43$ to $0.34$. This correction must not be added if the chosen $d/\epsilon_i$ already includes it.

**Dipole layer and equilibrium.** At $\Phi_M=5.1$ eV the layer carries about $12$ MV/cm. A bulk breakdown field is a poor guide over $0.2$ nm, since the drop is only $0.24$ V, but a linear permittivity independent of the metal is an idealisation at such a field. For a $4.5$ eV barrier and an assumed $10^{13}$ attempts per second, an estimate that keeps only the tunnelling exponential gives an exchange time near $8$ ps. The omitted prefactor can change such times by a factor of several. So short a time still supports equilibrium with the metal in slow electrical measurements. States deeper in the oxide, or behind a thicker layer, would respond more slowly, but by how much depends exponentially on the barrier and the tunnelling mass. At $1$ nm the same estimate gives about $0.3$ ms with the free-electron mass used here, and only about $0.1$ ns for a $2.5$ eV barrier and $0.2$ free-electron masses.

## Setting the model beside real gate stacks

Pinning factors quoted for metals on hafnium oxide are very roughly one half, so the example's values away from neutrality are of a plausible size. The slope $a$ and the dipole-layer parameters are effective quantities and are not known independently to the precision of the arithmetic. One unrealistic feature is the density vanishing at neutrality: states induced by the metal generally leave a finite density there. The floor used above is an illustration of the consequence, not a measured value. Real stacks may also contain oxygen vacancies, reacted layers and a dipole at the lower oxide interface. A dipole at that lower interface, if it is the same for every metal, shifts the $\Phi_{\rm eff}$ inferred from flat-band voltages without changing its slope. A constant dipole between the metal and the interface states instead adds a constant to $u$, as the film field does, and so generally changes $S$ for a given metal. A dipole that depends on the metal can change the measured slope, and can imitate or mask the V.

## What to do about it

Extract slopes locally, over short ranges of work function: one around the suspected neutrality level and others farther out on both sides. Ranges equally far out on opposite sides have the same slope in this model, so they cannot reveal the V by themselves. Each range must still be wide enough for the scatter: with independent errors of $27$ meV per metal, a slope from two metals $0.2$ eV apart is uncertain by $0.027\sqrt2/0.2=0.19$. Extra metals reduce this error most when they lie near the ends of the range: two at each end give $0.135$, whereas a third metal midway leaves it at $0.19$. Even with two at each end, the difference between the slopes at $4.4$ to $4.6$ eV and at $4.9$ to $5.1$ eV, which is $0.40$ in the zero-temperature example, is uncertain by $0.19$. At 300 K that difference shrinks to $0.37$, and to $0.26$ if the floor of $2\times10^{13}$ cm$^{-2}$ eV$^{-1}$ is also present.

Correct flat-band voltages for fixed charge, and keep the dielectric and its heat treatment the same. Charge at the lower oxide interface leaves a field in the film even when the silicon bands are flat. Correcting the voltage for the drop across the film does not remove the shift of $u$ caused by that field. State the work-function range with each slope. A high slope near neutrality does not justify extrapolation to a band-edge gate.

The cost of such an extrapolation can be large. To reach $\Phi_{\rm eff}=5.1$ eV in the example, $x$ must be $-0.6$ eV. Equation (1) then requires

$$
u=-\left[0.6+\frac{3.62(0.6)^2}{2}\right]\ {\rm eV}=-1.25\ {\rm eV},
$$

or $\Phi_M=5.75$ eV, provided the V extends that far and the dipole layer stays linear. The layer would carry about $33$ MV/cm, and a permittivity that falls at such fields would demand a still higher work function. Assuming $S=1$ would have suggested a metal at $5.1$ eV, which delivers $4.86$ eV.

To weaken pinning at a given $u$, equation (4) says to reduce $k$, which is proportional to $a\,d/\epsilon_i$. An inserted layer that passivates states helps if $a$ falls by a larger factor than $d/\epsilon_i$ rises, with the remaining states still described by one charged plane and a V centred on the same level. If a floor $D_0$ remains and $D_0d/\epsilon_i$ rises, pinning near neutrality can become stronger instead. A thicker layer also increases the shift caused by the film field, so a gain at flat band should be checked at the operating bias. The remaining values for the example are in the numerical output below.

## Numbers as computed

```
dipole layer: d = 0.2 nm, eps_i = 3.0
slope a = 3.0e+14 cm^-2 eV^-2; Phi_N = 4.5 eV
beta = 1.2063e-14 eV cm^2; k = 3.619 1/eV
S = 1/2 at |x| = 0.276 eV, |u| = 0.414 eV
Phi_M(eV) Phi_eff(eV) S_local S_average D(/eV/cm2) n(/cm2)
3.9 4.138 0.433 0.604 1.09e+14 +1.97e+13
4.1 4.231 0.507 0.673 8.07e+13 +1.09e+13
4.4 4.414 0.762 0.865 2.59e+13 +1.12e+12
4.5 4.500 1.000 limit 1 0.00e+00 +0.00e+00
4.6 4.586 0.762 0.865 2.59e+13 -1.12e+12
4.7 4.656 0.639 0.780 4.68e+13 -3.65e+12
4.9 4.769 0.507 0.673 8.07e+13 -1.09e+13
5.1 4.862 0.433 0.604 1.09e+14 -1.97e+13
slope between metals at 4.4 and 4.6 eV: 0.865
slope between metals at 4.9 and 5.1 eV: 0.467
line fit, 13 metals 3.9-5.1 eV: slope 0.647, largest miss 27 meV
neutrality level read from tangent at 5.1 eV: 4.681 eV
Phi_M needed for Phi_eff = 5.1 eV: 5.75 eV
Uniform density 0.3 eV * a, and peak a*(0.6 eV - |E|):
  S at u = 0, 0.3, 0.6 eV, V: 1.000, 0.562, 0.433
  S at u = 0, 0.3, 0.6 eV, uniform: 0.479, 0.479, 0.479
  S at u = 0, 0.3, 0.6 eV, peaked: 0.315, 0.356, 0.418
Neglected effects:
  T = 300 K: S(4.5 eV) = 0.885, S(5.1 eV) = 0.434
  T = 400 K: S(4.5 eV) = 0.853, S(5.1 eV) = 0.435
  floor 2e+13 /eV/cm2, T = 0: S(4.5 eV) = 0.806
  floor and 300 K together: S(4.5 eV) = 0.729
  film field 1.0 MV/cm, eps_hk = 20.0: u shifts by -0.133 eV
    then for Phi_M = 4.5 eV: x = -0.111 eV, S = 0.713
  metal screening 0.05 nm: k = 6.33 1/eV, S(5.1 eV) = 0.341
  dipole layer at 5.1 eV: drop 0.238 V, field 11.9 MV/cm
  tunnelling, 4.5 eV barrier: transmission 1.3e-02
    time at 1e+13 attempts/s: 7.7 ps
```
